# Sobol Indices of a Rectangular-Barrier WKB Tunnelling Probability

## An oxide known imperfectly

An electron meets a gate oxide 15 Å (1.5 nm) thick. The oxide presents an energy barrier, and the probability of tunnelling through it depends exponentially on barrier height, effective mass and thickness, each known within a range. Which of the three is most worth measuring better? Varying one at a time about a nominal point cannot answer this fully, because the effect of one input depends on the others: here a given small thickness error changes the probability by a larger absolute amount when the mass is low. A variance decomposition over the whole input range separates individual effects from such interactions.

In atomic units, let $\phi$ be the barrier height above the electron's energy, $m$ the mass in the barrier and $d$ the thickness. Inside the barrier the Schrödinger equation is $\psi''=2m\phi\,\psi$, with decaying solution $e^{-\kappa x}$ and $\kappa=\sqrt{2m\phi}$. The leading exponential WKB probability is the squared amplitude ratio across the barrier:

$$T=e^{-X},\qquad X=2\kappa d=2d\sqrt{2m\phi}.$$

Interface prefactors are dropped here and sized later. The inputs $x_1=\phi$, $x_2=m$, $x_3=d$ are taken as independent and uniform on $x_{i0}(1\pm r_i)$. The example uses $\phi=3.1\pm0.2$ eV, $m=0.42\pm0.06$ electron masses and $d=15\pm1$ Å. With energies in eV and lengths in Å, the factor $\sqrt{2m_e}/\hbar$ is 0.5123, so

$$\kappa_0=0.5123\sqrt{0.42\times3.1}=0.585\ \text{Å}^{-1},\qquad X_0=2\times15\,\kappa_0=17.54,$$

and the nominal probability is $T_0=2.42\times10^{-8}$. Between the extreme corners of the input box, $T$ runs from $1.1\times10^{-9}$ to $4.3\times10^{-7}$.

## Splitting the variance

Let $E$ denote an average over the inputs, and define

$$f_0=E[T],\qquad f_i=E[T|x_i]-f_0,$$
$$f_{ij}=E[T|x_i,x_j]-f_i-f_j-f_0,$$
$$f_{123}=T-f_0-\sum_i f_i-\sum_{i<j}f_{ij}.$$

Each non-constant term averages to zero over any one of its own variables. For $f_i$ this is immediate. For $f_{ij}$, averaging over $x_i$ gives $E[T|x_j]-0-f_j-f_0=0$, where independence ensures that the average does not depend on $x_j$ through the distribution of $x_i$. For $f_{123}$, averaging over $x_1$ removes every subtracted term containing $x_1$ and leaves $E[T|x_2,x_3]-f_0-f_2-f_3-f_{23}=0$; the other variables follow in the same way.

Two different non-constant terms have at least one variable that appears in one but not in the other. Averaging their product over that variable first gives zero. All cross terms therefore vanish, and with $V=\operatorname{Var}T$,

$$1=\sum_i S_i+\sum_{i<j}S_{ij}+S_{123},\qquad S_u=\frac{E[f_u^2]}{V}.$$

The first-order index is $S_i=\operatorname{Var}(E[T|x_i])/V$. Since $V=\operatorname{Var}(E[T|x_i])+E[\operatorname{Var}(T|x_i)]$, it is the expected fraction of variance removed by learning $x_i$.

Write $x_{\sim i}$ for the other two inputs. The function $E[T|x_{\sim i}]$ contains just the terms without $x_i$. The total index

$$S_{Ti}=1-\frac{\operatorname{Var}(E[T|x_{\sim i}])}{V}=\frac{E[\operatorname{Var}(T|x_{\sim i})]}{V}$$

is thus the sum of all shares containing $i$. It is the expected fraction of variance left when everything except $x_i$ has been learned. Total indices can add up to more than one, because each interaction is counted once for every participant.

## The tensor algorithm

Put $x_i=x_{i0}(1+r_iu_i)$ with $u_i$ uniform on $[-1,1]$. Take $n$ Gauss–Legendre nodes on this interval, with weights $w_a$ halved so that they sum to one.

1. Evaluate $T_{abc}$ at all $n^3$ combinations of nodes.
2. Form $f_0=\sum_{abc}w_aw_bw_cT_{abc}$.
3. Average over two axes for each one-variable mean, for example $M_a=\sum_{bc}w_bw_cT_{abc}$. Then $\operatorname{Var}(E[T|x_1])=\sum_aw_a(M_a-f_0)^2$.
4. Average over one axis for each two-variable mean, which gives $\operatorname{Var}(E[T|x_{\sim i}])$.
5. Subtract lower-order terms as in the definitions, square, and average, to obtain the interaction shares.

The results for the example are:

| Input | $S_i$ | $S_{Ti}$ |
|---|---:|---:|
| $\phi$ | 0.079 | 0.150 |
| $m$ | 0.387 | 0.567 |
| $d$ | 0.326 | 0.501 |

The first-order indices sum to 0.792, so interactions carry 0.208 of the variance. The pair shares are 0.033 for $\phi$–$m$, 0.028 for $\phi$–$d$ and 0.137 for $m$–$d$; the triple share is 0.010. As a check on the meaning of $S_{Tm}$,

$$0.387+0.033+0.137+0.010=0.567.$$

Learning the mass alone would remove 39% of the variance on average. Learning mass and thickness together would remove $0.387+0.326+0.137=0.850$, more than the sum of their separate effects. The remaining 0.150 is $S_{T\phi}$.

## Quadrature error and sampling error

The speed of the tensor rule follows from the Gauss remainder. In one dimension, take the polynomial of degree $2n-1$ that matches a smooth function $g$ and its slope at the $n$ nodes. The rule integrates this polynomial exactly. The difference from $g$ is $g^{(2n)}(\xi)\,p_n(u)^2/(2n)!$, where $p_n$ is the Legendre polynomial scaled to leading coefficient one and $\xi$ lies in the interval. The unscaled polynomial has leading coefficient $(2n)!/(2^nn!^2)$ and squared integral $2/(2n+1)$. Hence, for the average $\frac12\int_{-1}^1g\,du$,

$$\text{error}=A_n\,g^{(2n)}(\xi'),\qquad A_n=\frac{2^{2n}(n!)^4}{(2n+1)[(2n)!]^3}.$$

For $g=e^{-\alpha u}$ the derivative contributes $\alpha^{2n}$ times a bounded exponential. Apart from that exponential, raising $n$ by one multiplies the error by

$$\frac{A_{n+1}\alpha^2}{A_n}=\frac{(n+1)\alpha^2}{2(2n+3)(2n+1)^2}.$$

The variance needs $T^2$, whose logarithm changes by about $\pm2.5$ across the mass range. Setting $\alpha=2.5$ gives factors of about 0.05 from $n=2$ to 3 and 0.03 from $n=3$ to 4. This single-exponential estimate indicates the trend; it is not a bound on the three-dimensional index error.

The largest absolute index errors, measured against the rule with $n=14$, are:

| $n$ | Evaluations | Error |
|---:|---:|---:|
| 2 | 8 | $3.0\times10^{-2}$ |
| 3 | 27 | $2.5\times10^{-3}$ |
| 4 | 64 | $1.1\times10^{-4}$ |
| 6 | 216 | $7.2\times10^{-8}$ |

The first two reduction factors are 0.08 and 0.04, of the estimated order.

The reference can itself be checked by doing the height average analytically. With $a=2d\sqrt{2m}$ and $s=\sqrt\phi$, so that $d\phi=2s\,ds$, integration by parts gives

$$\int e^{-a\sqrt\phi}\,d\phi=\int2s\,e^{-as}\,ds=-\frac{2(1+a\sqrt\phi)}{a^2}e^{-a\sqrt\phi}.$$

Replacing $a$ by $2a$ gives the average of $T^2$. Adaptive quadrature over the other inputs then yields $S_d=0.326170$ and $S_{T\phi}=0.149887$; both agree with the $n=14$ rule within $10^{-6}$.

Random sampling offers another route. Let $z$ and $z'$ be independent draws of the inputs other than $x_i$. Given $x_i$, the two values of $T$ are independent with the same mean, so

$$E[T(x_i,z)T(x_i,z')]-f_0^2=\operatorname{Var}(E[T|x_i]).$$

If instead $z$ is held and $x_i$ is redrawn as $x_i'$, then

$$\tfrac12E\{[T(x_i,z)-T(x_i',z)]^2\}=E[\operatorname{Var}(T|z)],$$

because half the mean squared difference of two independent draws is their variance. These are the numerators of $S_i$ and $S_{Ti}$. For three inputs, each pair of sample points needs five evaluations: the two points and three mixtures.

In practice the numerator of $S_i$ is better estimated in a centred form, as the average of $[T(x_i,z)-f_0]\,[T(x_i,z')-T(x_i',z')]$. It has the same expectation, because $T(x_i',z')$ is independent of $T(x_i,z)$, and it is less noisy. With this form and 2.6 million evaluations the largest standard error is 0.002 (about 0.003 with the uncentred product), and all six estimates lie within two standard errors of the quadrature values. Since the standard error falls as the inverse square root of the sample size, reaching $10^{-4}$ would take about 400 times more evaluations. The tensor rule reaches nearly that error with 64. This advantage belongs to a smooth function of few inputs: with $k$ inputs the tensor cost is $n^k$, whereas a sample pair costs $k+2$ evaluations.

## Where the interactions come from

Expand the exponent to first order in the relative deviations:

$$X\approx X_0\left(1+\tfrac12r_\phi u_\phi+\tfrac12r_mu_m+r_du_d\right).$$

The halves come from the square root. Therefore

$$T\approx T_0\prod_i e^{-c_iu_i},\qquad c_\phi=\tfrac12X_0r_\phi,\quad c_m=\tfrac12X_0r_m,\quad c_d=X_0r_d.$$

The mean of one factor is $\sinh c_i/c_i$, and its mean square is $\sinh(2c_i)/(2c_i)$. Its variance relative to its squared mean is

$$v_i=\frac{\sinh(2c_i)}{2c_i}\frac{c_i^2}{\sinh^2c_i}-1=c_i\coth c_i-1.$$

Scale each factor to unit mean and let $P=\prod_i(1+v_i)$. The product then has variance $P-1$, its mean given $x_i$ has variance $v_i$, and its mean given $x_{\sim i}$ has variance $P/(1+v_i)-1$. Hence

$$S_i=\frac{v_i}{P-1},\qquad S_{Ti}=1-\frac{P/(1+v_i)-1}{P-1}=\frac{v_iP}{(1+v_i)(P-1)}.$$

For the example, $c=(0.566,1.253,1.169)$ and $v=(0.1045,0.4754,0.4189)$ in the order $\phi,m,d$. Then

$$P=1.1045\times1.4754\times1.4189=2.312,$$
$$S_m\approx\frac{0.4754}{1.312}=0.362,\qquad S_{Tm}\approx\frac{0.3623\times2.312}{1.4754}=0.568.$$

The full values are 0.387 and 0.567. The neglected exponent terms are of order $X_0r_ir_j$, which vanish as the $r_i$ shrink at fixed $c_i$. To test this, the nominal thickness was multiplied by 16 and then 32 with its absolute half-width held, while the half-widths of $\phi$ and $m$ were divided by the same numbers. The largest index error fell from 0.00146 to 0.00073, halving as a first-order correction should.

Two limits show how the character of the problem changes. If all $c_i$ are small, $c_i\coth c_i\approx1+c_i^2/3$, so $v_i\approx c_i^2/3$ and

$$S_i\to\frac{c_i^2}{\sum_jc_j^2},$$

with vanishing interactions. This is ordinary linear error propagation; here it would give 0.098, 0.482 and 0.420. If all $c_i$ are large while the $r_i$ remain small, $v_i\approx c_i-1$. Then each $S_i$ tends to zero and each $S_{Ti}$ to one: the variance comes from rare combinations in which all three inputs favour tunnelling.

The choice of output matters too. Since $\ln T=-2\sqrt2\,d\sqrt m\sqrt\phi$ is a product, the same index formulas apply without expansion, with

$$v_d=\frac{r_d^2}{3},\qquad v_x=\frac{x_0}{(E\sqrt x)^2}-1\quad(x=\phi,m).$$

The first follows from the variance $d_0^2r_d^2/3$ of a uniform variable; the second from $E[(\sqrt x)^2]=x_0$. The first-order indices are now 0.098, 0.483 and 0.418, and interactions carry just 0.001. Most of the interaction in $T$ therefore comes from exponentiation. For an uncertainty in decades, $\ln T$ is the relevant output; for an average transmitted fraction, it is $T$, whose mean here is 1.69 times the nominal value.

## How far the model reaches for a real oxide

The parameters are rough typical values for thin silicon dioxide on silicon; the half-widths are illustrative. The table shows what happens when one omitted effect at a time is restored, or the input distribution changed. "Ratio" is the nominal $T$ divided by $T_0$, and "Int." is the interaction share.

| Change | Ratio | $S_\phi$ | $S_m$ | $S_d$ | Int. |
|---|---:|---:|---:|---:|---:|
| None | 1 | 0.079 | 0.387 | 0.326 | 0.208 |
| Interfaces | 0.23 | 0.107 | 0.334 | 0.357 | 0.202 |
| 1 V drop | 4.5 | 0.110 | 0.378 | 0.319 | 0.193 |
| Image force | 27 | 0.122 | 0.318 | 0.376 | 0.185 |
| Two bands | 1 | 0.020 | 0.437 | 0.368 | 0.174 |
| 400 K | 1.11 | 0.081 | 0.387 | 0.326 | 0.207 |
| Gaussian | 1 | 0.057 | 0.405 | 0.293 | 0.245 |

**Interfaces.** Let the electrode have wave number $k$ and mass $m_s$, and set $p=k/m_s$, $q=\kappa/m$, $\eta=q/p$. Continuity of $\psi$ and $\psi'/\text{mass}$ at the exit, where the transmitted amplitude is $t$, gives $\psi=t[\cosh\kappa(x-d)+(ip/q)\sinh\kappa(x-d)]$ in the barrier. At the entrance, the unit incoming amplitude is

$$1=\tfrac12\left[\psi(0)+\frac{\psi'(0)}{ipm}\right]=t\left[\cosh\kappa d+\tfrac i2(\eta-\eta^{-1})\sinh\kappa d\right].$$

Taking the squared modulus and using $\cosh^2=1+\sinh^2$ gives

$$|t|^2=\frac1{1+\frac14(\eta+\eta^{-1})^2\sinh^2\kappa d}\approx\frac{16}{(\eta+\eta^{-1})^2}e^{-2\kappa d}$$

for a thick barrier. With electron energy 0.1 eV and electrode mass 0.92 electron masses, the prefactor is 0.23. For large $\eta$ it is nearly proportional to $m/\phi$, so it opposes the exponential effect of mass and reinforces that of height.

**Field and image force.** A 1 V drop over 15 Å is 6.7 MV/cm, below the rough 10 MV/cm scale of oxide breakdown. It tilts the barrier and raises $T$. The table row includes only the change in the WKB exponent; the drop also raises the electron's kinetic energy in the exit electrode, which changes the interface prefactor. When the wave equation is solved with the electrode values above, so that interfaces are included both with and without the drop, the drop raises the nominal probability by a factor of about 15. The image calculation assumes ideal-metal electrodes and optical permittivity 2.1, so it is an upper estimate for silicon. The lowering is 0.32 eV at mid-barrier and larger towards the interfaces, which is why its effect is so strong. The classical image potential diverges at the interfaces, where the calculation cuts the barrier off at zero; it is not reliable at atomic distances, so the ratio of 27 shows sensitivity rather than a prediction.

**Two-band dispersion.** With a gap $E_g=9$ eV, $\kappa^2\propto m\phi(1-\phi/E_g)$, where the mass scale is adjusted to keep the nominal $\kappa$. The logarithmic sensitivity of $\kappa$ to $\phi$ is multiplied by $1-\phi/(E_g-\phi)=0.475$. Its square, 0.23, accounts for most of the fall in $S_\phi$.

**Temperature and distributions.** The 400 K row averages the WKB exponential alone over a nondegenerate spread of normal energies. The interface prefactor also grows with electron energy; with it included and energies spread upward from 0.1 eV, the ratio is about 1.5 rather than 1.11. Degenerate, quantised inversion layers need another treatment. The Gaussian inputs have the same variances as the uniform ones, but their tails increase the interaction share.

In every row height has the smallest first-order index. The order of mass and thickness is less secure: it reverses with the interface prefactor or the image force. It also depends on the assumed half-widths: in the simple model, widening that of the thickness from 1 to 1.1 Å is enough to put thickness slightly ahead, at 0.357 against 0.352. Measuring either one first cannot be justified from the simple model alone.

Independence is a further condition. If height and mass were fitted to the same current curve, a high $\phi$ could accompany a low $m$. In the extreme case of a one-to-one link, the standard deviation of $T$ relative to its mean falls from 1.10 to 0.79, and height and mass no longer have separate orthogonal shares: only the linked pair and the thickness remain as independent inputs. Traps, defects and lateral thickness variation within one device are also outside this calculation. The numerical output gives the total indices for each restored effect.

## Values computed for the example and the checks

```
barrier height: 3.10 +/- 0.20 eV
barrier mass: 0.42 +/- 0.06 electron masses
thickness: 15.0 +/- 1.0 angstrom (= 1.50 nm)
constant sqrt(2 m_e)/hbar: 0.51232 1/(angstrom sqrt(eV))
nominal decay constant kappa: 0.5846 1/angstrom
nominal exponent X0: 17.537 (no unit)
nominal T: 2.419e-08; mean T: 4.090e-08; ratio 1.691
coefficient of variation of T: 1.0978
T at corners, least and greatest: 1.09e-09, 4.31e-07
first-order S: phi 0.0789, m 0.3870, d 0.3262
total ST: phi 0.1499, m 0.5672, d 0.5011
interaction share phi-m: 0.0329
interaction share phi-d: 0.0278
interaction share m-d: 0.1369
interaction share phi-m-d: 0.0103
sum of S: 0.7921; all interactions: 0.2079
log half-ranges c: phi 0.5657, m 1.2527, d 1.1692
relative variances v: phi 0.1045, m 0.4754, d 0.4189
product approximation S: phi 0.0796, m 0.3623, d 0.3192
product approximation ST: phi 0.1667, m 0.5678, d 0.5202
product-limit error, d x16 and x32: 0.00146, 0.00073
small-range limit S: phi 0.0983, m 0.4819, d 0.4198
ln T, first-order S: phi 0.09804, m 0.48265, d 0.41829
ln T, total ST: phi 0.09835, m 0.48353, d 0.41915
ln T, all interactions: 1.03e-03
adaptive quadrature: S_d 0.326170, ST_phi 0.149887
sampling cost: 2621440 evaluations of T
sampling S: phi 0.0797, m 0.3882, d 0.3266 | std. errors: phi 0.0007, m 0.0015, d 0.0015
sampling ST: phi 0.1510, m 0.5672, d 0.4985 | std. errors: phi 0.0008, m 0.0017, d 0.0020
tensor rule n=2: 8 evaluations, largest index error 3.0e-02
tensor rule n=3: 27 evaluations, largest index error 2.5e-03
tensor rule n=4: 64 evaluations, largest index error 1.1e-04
tensor rule n=6: 216 evaluations, largest index error 7.2e-08
electrode: energy 0.1 eV, mass 0.92 electron masses
oxide drop 1.0 V, field 6.67 MV/cm
optical permittivity 2.1; oxide gap 9.0 eV
image lowering at mid-barrier: 0.317 eV
thermal energy at 400 K: 0.0345 eV
interface prefactor: nominal T ratio 0.229, CV 1.052
   S: phi 0.107, m 0.334, d 0.357; ST: phi 0.192, m 0.497, d 0.523; interactions 0.202
1 V tilt: nominal T ratio 4.488, CV 1.022
   S: phi 0.110, m 0.378, d 0.319; ST: phi 0.191, m 0.538, d 0.473; interactions 0.193
image, ideal metals: nominal T ratio 27.013, CV 0.990
   S: phi 0.122, m 0.318, d 0.376; ST: phi 0.204, m 0.462, d 0.528; interactions 0.185
two-band dispersion: nominal T ratio 1.000, CV 1.037
   S: phi 0.020, m 0.437, d 0.368; ST: phi 0.039, m 0.604, d 0.534; interactions 0.174
400 K energy spread: nominal T ratio 1.109, CV 1.092
   S: phi 0.081, m 0.387, d 0.326; ST: phi 0.152, m 0.565, d 0.499; interactions 0.207
Gaussian inputs: nominal T ratio 1.000, CV 1.340
   S: phi 0.057, m 0.405, d 0.293; ST: phi 0.129, m 0.625, d 0.504; interactions 0.245
high phi tied to low m: CV 0.7917 (independent 1.0978)
```
